# Inverse-Edelstein length of two weakly split Rashba Fermi contours

An electron gas with Fermi speed 725 nm/ps and transport time 1.137 ps has a mean free path of 825 nm. A spin current of 100 A/cm² injected into it drives a sheet charge current of 17.3 µA/mm. The ratio of the two currents is a length of 17.3 nm, about 2% of the mean free path. The two spin-split Fermi contours account for this small fraction: they carry nearly opposite currents, and their slight difference in size leaves the remainder.

## Setting and conventions

The gas lies in the $xy$ plane, with

$$H=\frac{\hbar^2k^2}{2m}+\alpha_R(k_x\sigma_y-k_y\sigma_x),\qquad \alpha_R>0 .$$

The electron charge is $-e$, with $e>0$. Energies are measured from the band crossing at $k=0$, and $E_F>0$. Spin density $S$ means the density of electrons with spin along $+y$ minus that with spin along $-y$.

Let $P$ be the net rate per area at which this difference is injected. The injection is taken as uniform in the plane, and no electric field is allowed to build up against the current. A real contact must therefore span the gas between short-circuited electrodes, and be much wider than both the mean free path and the distance an electron covers in one spin precession. The spin current in charge units is $J_s=eP$, which is $2e/\hbar$ times the angular-momentum flux. If $eP/2$ were called the spin current, the length below would double.

**Contact.** Electrons tunnel locally, with an amplitude independent of $\mathbf k$ and spin, from a reservoir with excess spin along $y$ at $E_F$. They enter states in proportion to their spectral weight, so the source matrix is

$$\mathcal S=\frac p2\{\sigma_y,\delta(E_F-H)\}. \tag{1}$$

Electrons may escape back at rate $\gamma$.

**Disorder.** Scattering is elastic and independent of spin. The precession frequency is $\Omega=2\alpha_Rk_F/\hbar$. At first the contours are taken as resolved: $\Omega$ times the lifetime of a state is large.

**Theorem.** Under these conditions $j_{c,x}=\lambda J_s$, where:

(a) for the parabolic band and short-range disorder of lifetime $\tau$,
$$\lambda=\frac{\alpha_R/\hbar}{1/\tau+\gamma}\;\longrightarrow\;\frac{\alpha_R\tau}{\hbar}\quad(\gamma\tau\ll1);$$

(b) for any isotropic band with short-range disorder, the same holds to leading order in the splitting;

(c) for the parabolic band, smooth disorder and $\gamma=0$, $\lambda=\alpha_R\tau/\hbar$ to leading order in the splitting, with $\tau$ the transport time.

## Lemma 1: the contours

*With $\kappa=m\alpha_R/\hbar^2$, the contours $s=\pm1$ have radii $k_s=k_0-s\kappa$, a common speed $v=\hbar k_0/m$, and densities of states $N_s=N_0(1-s\kappa/k_0)$, where $N_0=m/2\pi\hbar^2$.*

*Proof.* For $\mathbf k=k(\cos\varphi,\sin\varphi)$ the spin term is $\alpha_Rk\,\hat{\mathbf t}\cdot\boldsymbol\sigma$, with $\hat{\mathbf t}=(-\sin\varphi,\cos\varphi)$. The eigenstates have spin $s\hat{\mathbf t}$ and energy $E_s=\hbar^2k^2/2m+s\alpha_Rk$. Setting $E_s=E_F$ gives

$$k^2+2s\kappa k-\frac{2mE_F}{\hbar^2}=0,\qquad k_s=-s\kappa+k_0,\qquad k_0=\sqrt{\kappa^2+2mE_F/\hbar^2}.$$

Since $E_F>0$, $k_0>\kappa$ and each branch has one positive root. The speed is

$$\frac1\hbar\frac{dE_s}{dk}=\frac{\hbar k_s}{m}+\frac{s\alpha_R}{\hbar}=\frac\hbar m(k_s+s\kappa)=\frac{\hbar k_0}{m}.$$

The density of states is $N_s=k_s/(2\pi\hbar v)=N_0k_s/k_0$. ∎

Two consequences are used below: $N_++N_-=2N_0$, and $v\kappa/k_0=\hbar\kappa/m=\alpha_R/\hbar$.

## Lemma 2: the populations

*Write the change of occupation as $a_s(\varphi)\,\delta(E_s-E_F)$. For short-range disorder $a_s=sA\cos\varphi$, with $p=A(1/2\tau+\gamma)$, $S=N_0A$ and $P=N_0A(1/\tau+\gamma)$.*

*Proof.* The gross injected spin rate is the trace of $\sigma_y\mathcal S$. Because $\sigma_y^2=1$, it equals $p(N_++N_-)=2N_0p$.

In the eigenstates, $\langle\sigma_y\rangle=s\cos\varphi$, so the populations are fed with amplitude $ps\cos\varphi$. They receive spin at the rate $\sum_sN_sp\langle\cos^2\varphi\rangle=N_0p$, half of the total. The other half enters as coherence between the branches. It precesses at $\Omega$ and averages out when the contours are resolved.

The squared overlap of two spin states at relative angle $\theta$ is $(1+ss'\cos\theta)/2$. With a constant golden-rule factor $w$, the rate out of a state is

$$\sum_{s'}wN_{s'}\Big\langle\frac{1+ss'\cos\theta}{2}\Big\rangle=wN_0\equiv\frac1\tau .$$

The steady state obeys

$$0=ps\cos\varphi-\Big(\frac1\tau+\gamma\Big)a_s+w\sum_{s'}N_{s'}\Big\langle\frac{1+ss'\cos(\varphi-\varphi')}{2}a_{s'}(\varphi')\Big\rangle_{\varphi'} .$$

Insert $a_s=sA\cos\varphi$. The constant part of the overlap gives zero on averaging over $\varphi'$. In the other part $s'^2=1$ and $\langle\cos(\varphi-\varphi')\cos\varphi'\rangle=\tfrac12\cos\varphi$, so the last term is

$$\frac w2\,sA\,(2N_0)\,\frac{\cos\varphi}{2}=\frac{sA\cos\varphi}{2\tau}.$$

Scattering thus returns half of the spin it removes, and $p=A(1/2\tau+\gamma)$. The spin density is $S=\sum_sN_s\langle s\cos\varphi\,sA\cos\varphi\rangle=N_0A$. The net rate is the gross rate minus escape:

$$P=2N_0p-\gamma S=N_0A\Big(\frac1\tau+2\gamma\Big)-\gamma N_0A=N_0A\Big(\frac1\tau+\gamma\Big).\;∎$$

For $\gamma=0$, half of the spin enters the populations but lives for $2\tau$. The two factors cancel, and $S=P\tau$.

## Proof of (a) and (b)

The electron number current is

$$I_x=\sum_sN_sv\langle\cos\varphi\,sA\cos\varphi\rangle=\frac{vA}{2}\sum_ssN_s=-N_0A\frac{v\kappa}{k_0}=-\frac{\alpha_R}{\hbar}N_0A. \tag{2}$$

Hence $j_{c,x}=-eI_x=e\alpha_RN_0A/\hbar$. Division by $eP$ gives (a). The $y$ current vanishes because $\langle\sin\varphi\cos\varphi\rangle=0$. No expansion in $\kappa/k_0$ was made.

For another isotropic band $\varepsilon(k)$, the speeds may differ, but $N_sv_s=k_s/(2\pi\hbar)$. To first order, $\varepsilon(k_s)+s\alpha_Rk_s=E_F$ gives $k_s=k_F-s\alpha_Rk_F/(\hbar v)$. With $\bar N=k_F/(2\pi\hbar v)$ in place of $N_0$, Lemma 2 holds to leading order, and

$$I_x=\frac A2\sum_ssN_sv_s=\frac{A}{4\pi\hbar}(k_+-k_-)=-\frac{A\alpha_Rk_F}{2\pi\hbar^2v}=-\frac{\alpha_R}{\hbar}\bar NA .$$

The mass has dropped out, which proves (b). ∎

## Proof of (c)

Let the scattering factor depend on momentum transfer. The collision operator $L$ is symmetric in the product $\langle b,a\rangle=\sum_sN_s\langle b_sa_s\rangle_\varphi$, because forward and backward rates are equal. The populations solve $La=p\,\sigma$, with $\sigma=s\cos\varphi$. If $g$ solves $Lg=v\cos\varphi$, then

$$I_x=\langle Lg,a\rangle=\langle g,La\rangle=p\langle g,\sigma\rangle. \tag{3}$$

It remains to find $g$, the response to an electric field up to a factor. Put $\delta=\kappa/k_0$, $x=\cos\theta$ and $g_s=G(1+s\eta)\cos\varphi$, with $\eta$ of order $\delta$. Let $U(x)$ be the factor at squared momentum transfer $2k_0^2(1-x)$.

Within contour $s$ the squared transfer is $2k_s^2(1-x)\simeq2k_0^2(1-x)(1-2s\delta)$, so the factor becomes $U+2s\delta(1-x)U'$. Between contours the transfer has no first-order change. The equation for $g$ is

$$v=\sum_{s'}N_{s'}\Big\langle U_{ss'}\frac{1+ss'x}{2}\,G\,[1+s\eta-(1+s'\eta)x]\Big\rangle .$$

At zeroth order the two contours add to $v=N_0G\langle U(1-x)\rangle$. Thus $G=v\tau$, with the transport rate $1/\tau=N_0\langle U(1-x)\rangle$.

Define $a_1=\langle U(1-x^2)\rangle$, $b_1=\langle U(1-x)^2\rangle$ and $c_1=\langle(1-x)^2(1+x)U'\rangle$. The first-order terms, divided by $sN_0G$, are $(\eta-\delta)a_1/2+\delta c_1$ from the same contour and $\delta b_1/2+\eta a_1/2$ from the other. Their sum must vanish:

$$\eta a_1-\tfrac12\delta a_1+\tfrac12\delta b_1+\delta c_1=0. \tag{4}$$

The angular average is $\langle F\rangle=\pi^{-1}\int_{-1}^1F\,dx/\sqrt{1-x^2}$. Integration by parts, with vanishing end terms, gives

$$c_1=-\frac1\pi\int_{-1}^1U\frac{d}{dx}\big[(1-x)^{3/2}(1+x)^{1/2}\big]dx=\tfrac32a_1-\tfrac12b_1,$$

since the derivative is $[-\tfrac32(1-x^2)+\tfrac12(1-x)^2]/\sqrt{1-x^2}$. Equation (4) becomes $(\eta+\delta)a_1=0$, so $\eta=-\delta$. From (3), to first order,

$$I_x=\frac{pN_0v\tau}{2}\sum_ss(1-s\delta)^2=-2N_0p\,v\tau\delta=-\frac{\alpha_R\tau}{\hbar}P .$$

Multiplication by $-e$ proves (c). ∎

## Proposition 1: contours that are not resolved

*For weak splitting, short-range disorder, $\gamma=0$ and $E_F\tau/\hbar\gg1$, $\lambda=\alpha_R\tau/\hbar$ for any $\Omega\tau$, while $S=P\tau[1+2/(\Omega\tau)^2]$.*

*Proof.* Follow an electron from entry to its first collision. Its spin component along $\hat{\mathbf t}$ is kept and the perpendicular one precesses. The mean $y$ spin during the flight, per unit injected spin, is

$$c=\int_0^\infty\frac{dt}{\tau}e^{-t/\tau}\langle\cos^2\varphi+\sin^2\varphi\cos\Omega t\rangle=\frac12+\frac{1}{2(1+\Omega^2\tau^2)} .$$

The other components average to zero over $\varphi$. Flight times are exponentially distributed, so $c$ is also the mean spin at the collision. A short-range impurity re-emits this spin in the form (1), and the next flight starts with the factor $c$. Summing flights,

$$S=P\tau c(1+c+c^2+\dots)=P\tau\frac{c}{1-c}=P\tau\Big[1+\frac{2}{(\Omega\tau)^2}\Big].$$

The velocity operator is $\hbar k_x/m+\alpha_R\sigma_y/\hbar$. Its second part averages to $\alpha_Rc/\hbar$ in a flight. Its first part is conserved during the flight and is fixed by (1):

$$\frac{1}{2N_0p}\sum_s\frac{ps}{2}N_s\frac{\hbar k_s}{m}=\frac{\hbar k_0}{4m}\sum_ss(1-s\delta)^2=-\frac{\hbar\kappa}{m}=-\frac{\alpha_R}{\hbar}.$$

The sum is $-(\alpha_R/\hbar)(1-c)$. Summing flights multiplies it by $P\tau/(1-c)$, so $I_x=-\alpha_R\tau P/\hbar$. ∎

Slow precession lets spin accumulate, but each flight then carries less current, and the two factors cancel. A matrix Green-function calculation with repeated impurity scattering, at $E_F\tau/\hbar=500$, tests this without separating the contours. For $\Omega\tau=0.5$, 2 and 20, the length agrees with the formula to the four decimals printed, while $S/P\tau$ is 9.00, 1.50 and 1.00. With $\gamma\tau=0.5$ and $\Omega\tau=20$ the length is 0.667 of $\alpha_R\tau/\hbar$, as (a) requires.

## Proposition 2: a source that gives no current

*Let the source be $p(k)\sigma_y$, isotropic in $\mathbf k$ and confined to energies above the crossing. For resolved contours, a parabolic band, short-range disorder and $\gamma=0$, the charge current vanishes.*

*Proof.* Now $P=2\int k\,dk\,p(k)/2\pi$. At each energy let $p_s=p(k_s)$, $a_s=sA_s\cos\varphi$ and $D=\sum_sN_sA_s$. The steps of Lemma 2 give $A_s=\tau p_s+D/4N_0$. Multiplying by $N_s$ and summing gives $D=2\tau\sum_sN_sp_s$.

The current has two parts. For the direct part use $N_s\,dE=k\,dk/2\pi$ and $\sum_ssv_s(k)=2\alpha_R/\hbar$ at fixed $k$:

$$\frac\tau2\int dE\,v\sum_ssN_sp_s=\frac{\alpha_R\tau}{\hbar}\int\frac{k\,dk}{2\pi}p(k)=+\frac{\alpha_R\tau}{2\hbar}P .$$

The rescattered part uses $\int D\,dE=2\tau P$:

$$\int dE\,\frac{vD}{8N_0}\sum_ssN_s=-\frac{\alpha_R}{4\hbar}\int D\,dE=-\frac{\alpha_R\tau}{2\hbar}P .$$

They cancel. ∎

For source (1) the direct part is $-\alpha_R\tau P/2\hbar$ and adds to the rescattered part. The length therefore belongs to the gas and its contact together. Since the kinetic equation is linear, under the conditions of Proposition 2 (which include $\gamma=0$) a source that supplies a fraction $f$ of the spin in form (1) and the rest in the isotropic form yields $f\alpha_R\tau/\hbar$.

## Worked example

Take $m=0.04\,m_e$, density $10^{12}$ cm⁻², mobility 50 000 cm²/Vs and $\alpha_R=0.01$ eV nm. The mobility gives $\tau=1.137$ ps. The contour radii are 0.2454 and 0.2559 nm⁻¹, so $k_0=0.2506$ nm⁻¹ and $\kappa/k_0=0.0209$. The splitting is 5.0 meV against $E_F=59.8$ meV, and $\Omega\tau=8.66$. Since $\Omega=2\alpha_Rk_0/\hbar$ here,

$$\lambda=\frac{\alpha_R\tau}{\hbar}=\frac{\Omega\tau}{2k_0}=\frac{8.659}{2\times0.25061\ \text{nm}^{-1}}=17.3\ \text{nm}.$$

By (2), each contour alone would give a length near $v\tau/2=412$ nm: 404 nm for the inner and 421 nm for the outer, with opposite signs. Their difference is the 17 nm of the opening. With $J_s=100$ A/cm² $=10^6$ A/m², the sheet current is $17.3\times10^{-9}\ \text{m}\times10^6\ \text{A/m}^2=0.0173$ A/m, or 17.3 µA/mm. The spin density $P\tau=7.1\times10^8$ cm⁻² is 0.07% of the electron density, a small disturbance of the gas. Linear response also needs a small spin bias in the reservoir. If its two spin populations are shifted by $\pm\mu$, then $p=\gamma\mu$, and Lemma 2 gives $\mu=0.4$ meV for an escape time of 10 ps and 3.8 meV for 100 ps. Both are small against $E_F$, but a much weaker contact could not supply this spin current within linear response. By Proposition 1, finite precession raises $S$ by $2/(\Omega\tau)^2=2.7\%$ and leaves $\lambda$ unchanged. This is the leading order in $\hbar/E_F\tau\approx0.01$, so the rise in $S$ is uncertain by a few tenths of a percent.

These parameters lie in the rough regime of InAs quantum wells at low temperature; the spin current is a chosen value. The model's neglected effects were sized with $\tau$ held fixed:

- **Escape.** An escape time of 10 ps, also chosen, lowers $\lambda$ by 10%, to 15.5 nm. For source (1) with $x$ along a cubic axis, this is the largest change of the length along $x$ among the effects in this list; along a diagonal, the Dresselhaus term below changes it more. Apart from escape, a source that supplies part of the spin in the isotropic form of Proposition 2 also reduces $\lambda$.
- **Band shape.** A nonparabolic band with a rough gap of 0.4 eV changes $\lambda$ by no more than 0.1%.
- **Dresselhaus coupling.** Adding $\beta(k_x\sigma_x-k_y\sigma_y)$ with $\beta=0.2\alpha_R$ leaves 17.3 nm along $x$ and adds $-3.5$ nm along $y$, so the current turns by about 11°. This form of the coupling takes $x$ and $y$ along the cubic axes of a (001) well. With the axes turned by $\pm45^\circ$ the current does not turn, and the length becomes $(\alpha_R\mp\beta)\tau/\hbar$, which is 13.8 or 20.7 nm, a change of 20%.
- **Smooth disorder.** With a transport time 7.3 times the state lifetime, the kinetic equation still gives 17.3 nm. Using the lifetime instead would give 2.4 nm. However, $\Omega$ times the lifetime is then about 1.2, so the contours are not well resolved, and neither (c) nor Proposition 1 covers this case rigorously.
- **Temperature.** At 4.2 K the thermal energy is 7% of the splitting. At 300 K and fixed density, 9.9% of the thermal weight falls below the crossing. This measures lost degeneracy, not an error in $\lambda$, because the band extends only $\alpha_R\kappa/2\approx0.03$ meV below the crossing. Inelastic scattering and the change of mobility on warming are outside the model.

The numerical output below lists the values to more digits.

## Computed values

```
effective mass: 0.040 m_e
electron density: 1.00e+12 cm^-2
mobility: 50000 cm2/Vs
Rashba coefficient: 0.0100 eV nm
transport time: 1.1371 ps
mean contour radius k0: 0.25061 nm^-1
inner contour radius: 0.24536 nm^-1
outer contour radius: 0.25586 nm^-1
contour shift kappa: 0.00525 nm^-1
kappa/k0: 0.0209 (no unit)
Fermi energy above crossing: 0.05979 eV
spin splitting 2 alpha k0: 0.00501 eV
Fermi speed: 725.31 nm/ps
precession times tau: 8.659 (no unit)
length from alpha tau/hbar: 17.2760 nm
length from kinetic equation: 17.2760 nm
spin density / injection rate, kinetic: 1.1371 ps
injected spin current: 100.0 A/cm2
sheet charge current: 17.276 uA/mm
spin density P tau: 7.097e+08 cm^-2
spin density / electron density: 7.097e-04
finite-precession rise of spin density: 2.67 %
smooth disorder, transport time / lifetime: 7.327
smooth disorder, length: 17.2976 nm
nonparabolic band, rough gap: 0.40 eV
nonparabolic band, length: 17.2591 nm
Dresselhaus coefficient: 0.0020 eV nm
Dresselhaus case, length along x: 17.2760 nm
Dresselhaus case, length along y: -3.4552 nm
escape time to contact: 10.0 ps
length with escape: 15.5121 nm
change of length by escape: -10.21 %
k-isotropic source, length/formula: 7.0e-08
Green function, precession*tau = 0.5: length/formula 1.0000, S/(P tau) 8.9968
Green function, precession*tau = 2.0: length/formula 1.0000, S/(P tau) 1.4992
Green function, precession*tau = 20.0: length/formula 1.0000, S/(P tau) 1.0044
Green function, escape*tau = 0.5: length ratio 0.6667
thermal energy at 4.2 K: 0.000362 eV
thermal energy / splitting at 4.2 K: 0.0722
thermal energy at 300 K: 0.02585 eV
thermal weight below crossing, 300 K: 9.90 %
```
